# Thinning of a Newtonian Film by Spinning without Evaporation

## First half: the thinning law

### What goes wrong without the law

A wafer carries a liquid resin film 100 µm thick and turns at 3000 revolutions per minute. For the resin considered below, the law gives an initial thinning rate of about 1450 µm per second. If that rate lasted, the wafer would be bare after 0.07 s. In the model derived here, 18 µm of liquid remain after one second and 2.4 µm after a minute.

A constant rate is therefore useless for choosing a spinning time. An exponential decay is no better: it would halve the thickness in equal intervals, whereas each later halving here takes about four times as long as the one before. One also needs to know whether the amount dispensed affects the final thickness, and how speed and viscosity can be traded against time. For a uniform film of thickness $h_0$ at time $t=0$, these questions are answered by

$$h(t)=\frac{h_0}{\sqrt{1+4Kh_0^2t}},\qquad K=\frac{\rho\omega^2}{3\eta}. \tag{1}$$

Here $\rho$ is the density of the liquid, $\eta$ its viscosity and $\omega$ the angular speed. The law is the leading order for a film in which viscosity dominates inertia.

### The film and its equations

The disc is flat, horizontal and fully wetted. The liquid is Newtonian, with constant $\rho$ and $\eta$, and nothing evaporates. The speed $\omega$ is constant from $t=0$, when the liquid already turns with the disc but has no radial motion. The air exerts a constant pressure and no shear stress. The edge of the disc, where liquid leaves and a bead can form, is left out.

Let $r$ be the distance from the axis and $z$ the height above the disc. In the frame that turns with the disc, the radial, azimuthal and vertical velocities are $u$, $v$ and $w$. Write $\nu=\eta/\rho$ for the kinematic viscosity, $p$ for the pressure and $g$ for the acceleration of gravity. Subscripts denote partial derivatives. For axisymmetric flow the momentum equations are

$$u_t+uu_r+wu_z-\frac{v^2}{r}-2\omega v-\omega^2r=-\frac{p_r}{\rho}+\nu\left(u_{rr}+\frac{u_r}{r}-\frac{u}{r^2}+u_{zz}\right),$$

$$v_t+uv_r+wv_z+\frac{uv}{r}+2\omega u=\nu\left(v_{rr}+\frac{v_r}{r}-\frac{v}{r^2}+v_{zz}\right),$$

$$w_t+uw_r+ww_z=-\frac{p_z}{\rho}-g+\nu\left(w_{rr}+\frac{w_r}{r}+w_{zz}\right).$$

The terms in $2\omega$ belong to the Coriolis force, and $\omega^2r$ is the centrifugal acceleration. Conservation of volume requires

$$\frac1r\frac{\partial(ru)}{\partial r}+w_z=0.$$

The centrifugal acceleration is proportional to $r$. This suggests a flow of the form

$$u=rF(z,t),\qquad v=rV(z,t),\qquad w=w(z,t),$$

under a surface at $z=h(t)$ that is flat. The form has to be tested in every equation.

In the viscous bracket of the radial equation, $u_{rr}=0$, while $u_r/r=F/r$ cancels $-u/r^2=-F/r$. What remains is $rF_{zz}$. The same cancellation leaves $rV_{zz}$ in the azimuthal equation. The vertical equation contains no $r$ apart from a possible dependence in $p_z$, so $p_z$ depends on $z$ and $t$ alone. Hence $p_r$ has the same value at all heights.

At the free surface the normal stress must match the air pressure $p_a$. This gives $p=p_a+2\eta w_z$ there, which does not depend on $r$. A flat surface has no curvature, so surface tension adds nothing. Therefore $p_r=0$ throughout the film. Gravity builds up pressure with depth, but it does not push a flat film sideways.

The radial equation can now be divided by $r$. Its centrifugal and Coriolis terms combine with $V^2$ into a square, because $V^2+2\omega V+\omega^2=(V+\omega)^2$:

$$F_t+F^2+wF_z-(V+\omega)^2=\nu F_{zz}. \tag{2}$$

The azimuthal equation becomes

$$V_t+2FV+wV_z+2\omega F=\nu V_{zz}, \tag{3}$$

where the factor 2 in $2FV$ comes from two equal terms, $uv_r$ and $uv/r$. Since $(1/r)\partial(r^2F)/\partial r=2F$, volume conservation reads

$$w_z=-2F. \tag{4}$$

The liquid does not slip on the disc, so $F=V=w=0$ at $z=0$. The surface carries no shear stress. The radial shear stress is $\eta(u_z+w_r)$, and $w_r=0$, so $F_z=0$ at $z=h$. In the same way $V_z=0$ there. Finally, the surface moves with the liquid:

$$\frac{dh}{dt}=w(h,t)=-2\int_0^hF\,dz. \tag{5}$$

The radius has dropped out of every equation and boundary condition. A flat film can therefore stay flat while it thins, even when inertia is included. Without the edge, no condition at a finite radius disturbs this form.

### Which forces matter

Suppose that viscosity balances the centrifugal acceleration. Then $\nu F/h^2$ is of the size of $\omega^2$, so

$$F\sim\frac{\omega^2h^2}{\nu}.$$

Compared with $\omega^2$, the inertial term $F^2$ has the size

$$\frac{F^2}{\omega^2}\sim\left(\frac{\omega h^2}{\nu}\right)^2.$$

The term $wF_z$ has the same size, because $w\sim Fh$ and $F_z\sim F/h$.

The Coriolis force first produces an azimuthal velocity. In equation (3), $\nu V/h^2$ balances $2\omega F$, which gives $V/\omega\sim(\omega h^2/\nu)^2$. Its effect back on the radial flow, $2\omega V$, is then smaller than $\omega^2$ by this same factor. All these corrections are governed by the square of

$$\mathrm{Re}=\frac{\omega h_0^2}{\nu}=\frac{\omega h_0^2\rho}{\eta},$$

evaluated at the initial thickness, where it is largest.

The time derivative is large at the very start, because the liquid needs a time of order $h_0^2/\nu$ to reach its radial velocity. Afterwards $F$ changes only as fast as the film thins. From equation (5), thinning takes a time of order $1/F\sim\nu/(\omega^2h^2)$. Thus $F_t\sim F^2$, and it is small for the same reason as the inertial terms.

For $\mathrm{Re}\ll1$ and times beyond the start, the leading balance is

$$\nu F_{zz}=-\omega^2. \tag{6}$$

The negative sign means that the velocity profile is curved so that viscous stress holds back the outward force.

### Velocity and flux

One integration of equation (6), with $F_z(h)=0$, gives

$$F_z=\frac{\omega^2}{\nu}(h-z).$$

The shear stress on a layer at height $z$ thus carries the centrifugal force of all the liquid above it. A second integration, with $F(0)=0$, gives

$$F=\frac{\omega^2}{\nu}\left(hz-\frac{z^2}{2}\right). \tag{7}$$

The profile is half a parabola, fastest at the free surface.

Let $q$ be the volume that crosses a circle of radius $r$ per unit time and per unit length of circumference. Then

$$q=\int_0^hu\,dz=\frac{\omega^2r}{\nu}\left(\frac{h^3}{2}-\frac{h^3}{6}\right)=\frac{\omega^2r h^3}{3\nu}=Krh^3. \tag{8}$$

The factor 3 in $K$ is the result of $1/2-1/6=1/3$.

The cubic dependence has a simple origin. One power of $h$ comes from the depth of moving liquid. The other two come from its speed: a thicker film has more mass to drive each layer, and its surface is farther from the wall that holds it back. A film half as thick carries an eighth of the flux.

### Volume balance on a ring

Consider the ring between $r$ and $r+\Delta r$. It contains the volume $2\pi rh\,\Delta r$ for small $\Delta r$. Liquid enters at the rate $2\pi rq(r)$ and leaves at the rate $2\pi(r+\Delta r)q(r+\Delta r)$. Dividing the difference by $2\pi r\,\Delta r$ and letting $\Delta r$ go to zero gives

$$h_t=-\frac1r\frac{\partial(rq)}{\partial r}. \tag{9}$$

For a uniform film, $rq=Kr^2h^3$, whose radial derivative is $2Krh^3$. Hence

$$\frac{dh}{dt}=-2Kh^3. \tag{10}$$

Equation (5) with the profile (7) gives the same result, because $\int_0^hF\,dz=Kh^3$. The factor 2 has two equal sources. Farther out the liquid moves faster, and the circle it has to fill is longer. Each effect alone would thin the film at the rate $Kh^3$.

### Solving for the thickness

Equation (10) becomes simple for the inverse square of the thickness. By the chain rule,

$$\frac{d}{dt}\left(\frac1{h^2}\right)=-\frac2{h^3}\frac{dh}{dt}=-\frac2{h^3}(-2Kh^3)=4K. \tag{11}$$

The right side is constant. Integrating from the initial thickness gives

$$\frac1{h^2}=\frac1{h_0^2}+4Kt=\frac{1+4Kh_0^2t}{h_0^2}. \tag{12}$$

The thickness is positive, so taking the positive root of the inverse gives equation (1).

It is convenient to measure time by

$$s=4Kh_0^2t=\frac{t}{t_0},\qquad t_0=\frac1{4Kh_0^2}. \tag{13}$$

Then $h=h_0/\sqrt{1+s}$. At one thinning time $t_0$ the film has fallen to $h_0/\sqrt2$, and it reaches half its initial thickness at $3t_0$.

### What the law says

At early times, $s\ll1$, the expansion of the root gives $h\approx h_0(1-s/2)=h_0-2Kh_0^3t$. This is the constant initial rate that misled us at the start. It is useful only for times much shorter than $t_0$.

At late times, $s\gg1$,

$$h\approx\frac1{\sqrt{4Kt}}=\frac1\omega\sqrt{\frac{3\eta}{4\rho t}}. \tag{14}$$

The initial thickness has disappeared. With the other quantities held fixed, half the thickness requires four times the time, twice the speed, or a quarter of the viscosity.

The loss of memory can be made quantitative. Change $h_0$ by a small amount $\delta h_0$ at fixed $K$ and $t$. Equation (12) gives $-2\,\delta h/h^3=-2\,\delta h_0/h_0^3$, and therefore

$$\frac{\delta h}{h}=\frac{h^2}{h_0^2}\frac{\delta h_0}{h_0}=\frac1{1+s}\frac{\delta h_0}{h_0}. \tag{15}$$

A relative error in the amount dispensed shrinks by the factor $1/(1+s)$.

The radius of the disc does not appear either. At each moment, the liquid lost from inside a circle of radius $R$ is $2\pi Rq=2\pi KR^2h^3$. Divided by the area $\pi R^2$, this is $2Kh^3$ whatever the size of the circle.

### A resin film on a wafer

Take a solvent-free resin that is later hardened by ultraviolet light, of the kind used in imprint lithography. The parameters are round, rough typical values: $\rho=1100$ kg/m³, $\eta=50$ mPa s, and a speed of 3000 revolutions per minute. The wafer has a radius of 50 mm, and the film starts at $h_0=100$ µm.

The angular speed is $\omega=2\pi\times3000/60=314.16$ rad/s. In SI units,

$$K=\frac{1100\times314.16^2}{3\times0.050}=7.238\times10^8\ \mathrm{m^{-2}\,s^{-1}}.$$

For thicknesses in micrometres this is $K=7.238\times10^{-4}$ µm⁻² s⁻¹. The thinning time is

$$t_0=\frac1{4\times7.238\times10^{-4}\times100^2}=0.0345\ \mathrm{s}.$$

After one second, $s=28.95$, so

$$h=\frac{100}{\sqrt{1+28.95}}=18.27\ \text{µm}.$$

The same calculation gives:

| Time (s) | Thickness (µm) |
|---:|---:|
| 0.1 | 50.67 |
| 1 | 18.27 |
| 10 | 5.87 |
| 30 | 3.39 |
| 60 | 2.40 |

The second half minute lowers the thickness from 3.39 to 2.40 µm. The ratio is close to $\sqrt2$, as equation (14) requires for a doubling of the time.

To find the time for a chosen thickness, solve equation (12) for $t$. For 5 µm,

$$t=\frac{1/5^2-1/100^2}{4\times7.238\times10^{-4}}=13.8\ \mathrm{s}.$$

The term $1/100^2$ contributes only a quarter of a per cent. Even a sizeable error in the initial thickness would hardly change this time.

The small parameter is $\mathrm{Re}=314.16\times(10^{-4})^2\times1100/0.050=0.069$. Its square is about 0.005, so the viscous balance is a good starting point for this film. The actual error, and the errors from air, evaporation and operation of the spinner, still have to be found.

## Second half: uneven films and the limits of the law

### Symbols and results carried over

The film has thickness $h$, initially $h_0$. The liquid has density $\rho$, viscosity $\eta$ and $\nu=\eta/\rho$; the disc turns at $\omega$. The radial velocity is $rF$, the azimuthal velocity in the rotating frame is $rV$, and the vertical velocity is $w$. With $K=\rho\omega^2/(3\eta)$, the flux is $q=Krh^3$, and a uniform film obeys $dh/dt=-2Kh^3$. Hence $1/h^2=1/h_0^2+4Kt$. The scaled time is $s=4Kh_0^2t$, and inertia is measured by $\mathrm{Re}=\omega h_0^2/\nu$. In the example, $K=7.238\times10^{-4}$ µm⁻² s⁻¹, $h_0=100$ µm, and the film is 2.40 µm thick after 60 s.

### A film that starts uneven

Let the initial thickness $h_0(r)$ vary gently with radius. The flux $Krh^3$ still holds locally if the slope is small and the pressure gradients due to gravity and surface tension are small beside $\rho\omega^2r$. For gravity this means $g|h_r|\ll\omega^2r$. The volume balance gives

$$h_t=-\frac Kr\frac{\partial(r^2h^3)}{\partial r}=-2Kh^3-3Krh^2h_r.$$

Follow the thickness along a path with $dr/dt=3Krh^2$. The total rate of change is then

$$\frac{dh}{dt}=h_t+3Krh^2h_r=-2Kh^3.$$

Each value of $h$ thins by the law for a uniform film, while it moves outward. If the path starts at $r_0$, put $\Lambda=1+4Kh_0(r_0)^2t$. Then $h=h_0(r_0)/\sqrt\Lambda$, and

$$\ln\frac r{r_0}=\int_0^t\frac{3Kh_0^2}{1+4Kh_0^2t'}\,dt'=\frac34\ln\Lambda,\qquad r=r_0\Lambda^{3/4}.$$

The paths are not those of the liquid. The mean liquid velocity is $q/h=Krh^2$, a third of the speed at which a given thickness travels.

The solution holds until two paths cross. Differentiation with respect to the starting point gives

$$\frac{dr}{dr_0}=\Lambda^{-1/4}\left[1+2Kth_0(2h_0+3r_0h_0')\right].$$

If $2h_0+3r_0h_0'\ge0$ everywhere, this stays positive and the paths do not cross. A steeper outward drop forms a front, unless it leaves the disc first. At a front the neglected pressure gradients matter.

As an example, measure $r$ in units of the disc radius and $h$ in units of the initial thickness far from a central bump, and take $h_0=1+0.2\exp[-(r/0.3)^2]$. At $4Kt=1$, a finite-volume solution of the ring balance gives a central excess of 8.6% over the film that started with thickness 1. The initial excess was 20%. The path solution gives $\sqrt{2/(1+1/1.2^2)}-1=8.6\%$ at the centre. Spinning reduces the relative differences in thickness because the thicker parts thin faster. An outward drop can still steepen locally, as the condition for a front shows.

### The first correction from inertia

To find the error of the viscous balance, measure height and thickness in units of $h_0$ and time in units of $h_0^2/\nu$. Call the scaled variables $y$, $a$ and $\tau$. Put

$$F=\frac{\omega^2h_0^2}\nu f,\qquad V=\omega\,\mathrm{Re}^2b,\qquad w=\frac{\omega^2h_0^3}\nu W.$$

With a prime for $\partial/\partial y$, equations (2) to (5) become

$$f_\tau+\mathrm{Re}^2(f^2+Wf')=(1+\mathrm{Re}^2b)^2+f'',$$

$$b_\tau+2f+\mathrm{Re}^2(2fb+Wb')=b'',\qquad W'=-2f,\qquad a_\tau=\mathrm{Re}^2W(a).$$

After the start, write $f=f_0+\mathrm{Re}^2f_1$ to this order. The leading profile is $f_0=ay-y^2/2$, so $W_0=-ay^2+y^3/3$ and $a_\tau=-\tfrac23\mathrm{Re}^2a^3$. The azimuthal part obeys $b_0''=2f_0$, with $b_0(0)=0$ and $b_0'(a)=0$. Two integrations give

$$b_0=\frac{ay^3}3-\frac{y^4}{12}-\frac{2a^3y}3.$$

At order $\mathrm{Re}^2$, the slow change of $f_0$ contributes $-\tfrac23a^3y$. Therefore

$$f_1''=-\frac23a^3y+f_0^2+W_0f_0'-2b_0=\frac23a^3y-\frac13ay^3+\frac1{12}y^4.$$

The $y^2$ terms of $f_0^2$ and $W_0f_0'$ cancel.

Only the integral of $f_1$ is needed. Since $f_0''=-1$, two integrations by parts give $\int_0^af_1dy=-\int_0^af_0f_1''dy$. The boundary terms vanish because both functions are zero at the wall and have zero slope at the surface. Multiplying out and integrating term by term,

$$\int_0^af_1dy=-a^7\left(\frac29-\frac1{15}+\frac1{72}-\frac1{12}+\frac1{36}-\frac1{168}\right)=-\frac{34}{315}a^7.$$

The scaled flux is thus $\tfrac13a^3[1-\tfrac{34}{105}\mathrm{Re}^2a^4]$. Since $s=\tfrac43\mathrm{Re}^2\tau$, the inverse square $Y=a^{-2}$ obeys

$$\frac{dY}{ds}=1-\frac{34}{105}\frac{\mathrm{Re}^2}{Y^2}.$$

Using $Y\approx1+s$ in the small term gives a change in $Y$ of $-\tfrac{34}{105}\mathrm{Re}^2s/(1+s)$.

The start adds a second delay. While $a\approx1$, the missing velocity $d=f_0-f$ obeys $d_\tau=d''$ and begins as $f_0$. Its time integral $E$ therefore satisfies $E''=-f_0$. The same integration by parts gives

$$\int_0^1E\,dy=\int_0^1f_0^2dy=\frac13-\frac14+\frac1{20}=\frac2{15}.$$

The film is left thicker by $\tfrac4{15}\mathrm{Re}^2$ in units of $h_0$, which lowers $Y$ by $\tfrac8{15}\mathrm{Re}^2$. Because $\delta a/a=-\delta Y/(2Y)$, the total relative error after the start is

$$\frac{h}{h_{\rm law}}-1\approx\mathrm{Re}^2\left[\frac4{15(1+s)}+\frac{17s}{105(1+s)^2}\right]. \tag{16}$$

Here $h_{\rm law}$ is the thickness from equation (1). The film is slightly thicker than the law says. The first term depends on how the film starts; it holds for liquid that already turns with the disc at $t=0$, and liquid that starts at rest is delayed further.

For $\mathrm{Re}=0.0691$ and $s=1$, equation (16) gives 0.083%. Solving the full flat-film equations, with Chebyshev collocation in height and an implicit Runge-Kutta method in time, also gives 0.083%. At $s=10$ both give 0.018%. At $\mathrm{Re}=1$ and $s=1$, the full solution is 13% above the law, while equation (16) gives 17%. The first correction is then no longer sufficient.

### Drag from the air

The spinning surface throws air outward, and this air drags the liquid with it. The air also resists the rotation of the liquid, but viscosity holds this thin film so close to the speed of the disc that the outflow hardly changes. Only the radial stress is therefore kept; let it be $\sigma r$ on the surface. The boundary condition becomes $F_z(h)=\sigma/\eta$, which adds $\sigma z/\eta$ to $F$ and $\sigma rh^2/(2\eta)$ to the flux. By the ring balance, $\sigma h^2/\eta$ is added to the thinning rate.

To find $\sigma$, treat the slow liquid surface as a solid disc. Let $\nu_a$ and $\rho_a$ be the kinematic viscosity and density of air. In the laboratory frame, write the air velocities as $r\omega A$, $r\omega B$ and $\sqrt{\nu_a\omega}\,C$, functions of $\xi=z\sqrt{\omega/\nu_a}$, where $z$ now starts at the surface. For steady flow, equations (2) to (4) give

$$A''=A^2-B^2+CA',\qquad B''=2AB+CB',\qquad C'=-2A.$$

The conditions are $A=C=0$ and $B=1$ at the disc, with $A$ and $B$ vanishing far away. A numerical boundary-value solution gives $A'(0)=0.510$. Hence

$$\sigma=0.510\,\rho_a\sqrt{\nu_a}\,\omega^{3/2}.$$

With rough values $\rho_a=1.2$ kg/m³ and $\nu_a=1.5\times10^{-5}$ m²/s, this is 13.2 Pa/m. Laminar flow is assumed. The Reynolds number of the air at the edge, $\omega r^2/\nu_a$, is about 52,000 for this wafer. A wafer of 300 mm diameter at the same speed would reach about $4.7\times10^5$, above the transition to turbulence near $3\times10^5$, and the laminar values of stress and vapour transfer would fail near its edge.

Put $X=1/h^2$. The extra rate gives $dX/dt=4K+2(\sigma/\eta)\sqrt X$. At late times the small term can be evaluated with $X\approx4Kt$. Integration then yields

$$\frac{\delta h}h\approx-\frac{\sigma}{6\eta Kh}.$$

For 60 s this is $-2.5\%$. Numerical integration of the complete thinning equation gives 2.34 µm instead of 2.40 µm, also a change of $-2.5\%$. The effect grows as the film becomes thinner, because the centrifugal force falls with the mass of the film while the surface stress does not.

### Residual evaporation

Let evaporation lower the surface at a constant rate $e$. Then $dh/dt=-2Kh^3-e$, or $dX/dt=4K+2eX^{3/2}$. Evaluating the small term with $X\approx4Kt$ gives

$$\frac{\delta h}h\approx-\frac25\frac{et}h. \tag{17}$$

The change is less than the evaporated thickness $et$, because a thinner film loses less liquid by flow.

The rate follows from the same air flow. For dilute vapour, let $\varphi(\xi)$ be its density divided by the value at the surface. With Schmidt number $\mathrm{Sc}=\nu_a/D$, where $D$ is the vapour diffusivity, steady transport obeys $\varphi''=\mathrm{Sc}\,C\varphi'$. Integrating twice, with $\varphi(0)=1$ and $\varphi(\infty)=0$, gives

$$-\varphi'(0)=\left[\int_0^\infty\exp\left(\mathrm{Sc}\int_0^\xi C\,d\xi'\right)d\xi\right]^{-1}.$$

The transfer speed is $k=-\varphi'(0)D\sqrt{\omega/\nu_a}$. For an assumed $\mathrm{Sc}=3$, quadrature gives $k=15.6$ mm/s. The surface vapour density is $pM/(RT)$ for vapour pressure $p$, molar mass $M$, gas constant $R$ and temperature $T$, so $e=kpM/(RT\rho)$.

Take rough resin values of 0.1 Pa and 250 g/mol at 295 K. Then $e=0.145$ nm/s. Numerical integration gives a final change of $-0.14\%$, in agreement with equation (17). The no-evaporation law suits a resin of this vapour pressure at this thickness. The effect grows roughly in proportion to the vapour pressure: 1 Pa would give about $-1.5\%$ and 10 Pa about $-15\%$, so a resin with a more volatile monomer falls outside the law.

### Speed ramp and temperature

If the speed changes slowly beside the viscous time $h_0^2/\nu=0.22$ ms, the flux follows the current speed. Equation (12) becomes

$$\frac1{h^2}=\frac1{h_0^2}+\frac{4\rho}{3\eta}\int_0^t\omega(t')^2dt'.$$

During a linear ramp of length $T_r$, the integral is $\omega^2T_r/3$, with $\omega$ the final speed. Compared with full speed from the start, $2T_r/3$ of spinning time is lost. A one-second ramp within the 60 s leaves the film 0.56% thicker.

At late times $h$ is proportional to $\sqrt\eta$. If warming by one kelvin lowers the viscosity by a rough 5%, the film becomes thinner by $1-\sqrt{0.95}=2.5\%$. In this example, one kelvin matters as much as the air drag.

### Why ordinary resist coating departs from the law

Replace the resin by a liquid with a volatile solvent of rough vapour pressure 500 Pa and molar mass 132 g/mol. Keep density, viscosity and speed fixed. With $\mathrm{Sc}=3$ again, the evaporation rate becomes 0.38 µm/s; Schmidt numbers from 4 to 2 would give 0.33 to 0.48 µm/s. The estimate uses the vapour pressure of the pure solvent at 295 K and ignores cooling by evaporation, which can amount to about a kelvin within these few seconds. Outflow and evaporation remove liquid equally fast when $2Kh^3=e$, at

$$h_*=\left(\frac e{2K}\right)^{1/3}=6.4\ \text{µm}.$$

The law without evaporation reaches this thickness after 8.4 s. By then about 3.2 µm of solvent would have evaporated. The factor of one half is no accident: for $h_*\ll h_0$, $et=e/(4Kh_*^2)=h_*/2$. Equation (17) then gives a first-order error of about $-20\%$, so the law has already ceased to be accurate.

The 2.4 µm resin film is much thicker than a nanoscale pattern is high. Diluting the resin with solvent would give a thinner film, but evaporation would then matter. In a solvent-based photoresist, evaporation breaks the central assumption. It also raises the viscosity as polymer concentrates, an effect not included in the 20% estimate. The law can describe the early, flow-dominated stage of such a coating; it does not give the dry thickness.

The liquid must also remain Newtonian. At the wafer edge, the shear rate at the wall is $\rho\omega^2rh/\eta$. Once the radial flow has set in, it falls from about 11,000 s⁻¹ to 260 s⁻¹ after 60 s. A polymer solution whose viscosity changes over this range has no single $K$, and since the shear rate grows with $r$, its film need not stay uniform.
